**Cubic and octahedral d splittings, and a model oxygen K edge for fluorite hafnia**

For identical, additive, axially symmetric ligands at equal bond length, the splitting $E(\mathrm e)-E(\mathrm t_2)$ in a cube is $-8/9$ of its octahedral value. For point charges $-Ze$ the octahedral value is $\frac53ZF_4$ in atomic units, where $F_4$ is the d-shell average of $r_<^4/r_>^5$, and $r_<$ and $r_>$ are the smaller and larger of electron radius and bond length. The program asserts the ratio for random ligand shifts and for direct integrals over a Hartree–Fock Hf 5d orbital, and compares those integrals with radial quadrature. It also asserts the weak-mixing sums for the fluorite bands, the closed-form energies at zero wave vector, and the order of the e and t$_2$ centroids in three model cases. The output gives $+2.16$ eV for the octahedron and $-1.92$ eV for the cube at a bond length of 0.2208 nm. The O 2p-weighted spectra have two maxima, 2.0 to 4.1 eV apart depending on the terms included, so their distance is not the point-charge splitting. Remote ions, unequal bonds, spin-orbit coupling, a tetragonal shift and an unscreened core hole are sized separately.

## Numerical check

```python
"""Result under test: for identical, additive, axially symmetric ligands at equal
bond length, the d splitting E(e)-E(t2) of a cube is -8/9 that of an octahedron.
For point charges -Z e the octahedral value is (5/3) Z F4 (atomic units), with
F_k the d-shell average of r_<^k / r_>^(k+1), r_< and r_> being the smaller and
larger of electron radius r and bond length R.
sigma, pi, delta: shifts of d orbitals of that type about one metal-ligand bond.
v_sigma, v_pi: hoppings between metal d and oxygen p; gap: their level separation.
The oxygen K edge is modelled by the O 2p weight of the empty bands of fluorite.
"""
import itertools
import numpy as np
from scipy import constants as const
from scipy.linalg import eigh
from pyscf import gto, scf

HARTREE = const.physical_constants['Hartree energy in eV'][0]
BOHR_NM = const.physical_constants['Bohr radius'][0] * 1e9

# d orbitals as normalized symmetric traceless tensors: xy, yz, z2, xz, x2-y2
tensors = np.zeros((5, 3, 3))
for index, (i, j) in {0: (0, 1), 1: (1, 2), 3: (0, 2)}.items():
    tensors[index, i, j] = tensors[index, j, i] = 1 / np.sqrt(2)
tensors[2] = np.diag([-1, -1, 2]) / np.sqrt(6)
tensors[4] = np.diag([1, -1, 0]) / np.sqrt(2)
E_SET, T_SET = [2, 4], [0, 1, 3]
signs = np.array(list(itertools.product([1, -1], repeat=3)), float)
cube_dirs = signs / np.sqrt(3)
oct_dirs = np.vstack([np.eye(3), -np.eye(3)])


def bond_components(n):
    """Sigma amplitude and pi vector of every d orbital about direction n."""
    dn = tensors @ n
    ndn = dn @ n
    return np.sqrt(1.5) * ndn, np.sqrt(2) * (dn - np.outer(ndn, n))


def axial(n, sigma, pi, delta):
    """5x5 matrix of an axially symmetric interaction along n."""
    s, w = bond_components(n)
    ps, pp = np.outer(s, s), w @ w.T
    return sigma * ps + pi * pp + delta * (np.eye(5) - ps - pp)


def splitting(matrix):
    diagonal = np.diag(matrix)
    return diagonal[E_SET].mean() - diagonal[T_SET].mean()


# General theorem, tried on arbitrary ligand shifts
rng = np.random.default_rng(4)
for _ in range(5):
    shifts = rng.normal(size=3)
    m_oct = sum(axial(n, *shifts) for n in oct_dirs)
    m_cube = sum(axial(n, *shifts) for n in cube_dirs)
    for m in (m_oct, m_cube):
        assert np.allclose(m, np.diag(np.diag(m)), atol=1e-12)
    assert np.isclose(splitting(m_oct), shifts @ [3, -4, 1], atol=1e-12)
    assert np.isclose(splitting(m_cube), -8 / 9 * splitting(m_oct), atol=1e-12)

# Hf 5d orbital: lowest d virtual of closed-shell Hf4+
mol = gto.M(atom='Hf 0 0 0', basis='def2-tzvp', ecp='def2-tzvp',
            charge=4, spin=0, verbose=0)
mf = scf.RHF(mol)
mf.conv_tol = 1e-11
mf.kernel()
assert mf.converged
d_index = np.array([i for i, label in enumerate(mol.ao_labels(fmt=None))
                    if 'd' in label[2]]).reshape(-1, 5)
fock, overlap = mf.get_fock(), mf.get_ovlp()
first = np.ix_(d_index[:, 0], d_index[:, 0])
d_energy, d_vectors = eigh(fock[first], overlap[first])
orbital = np.zeros((mol.nao, 5))
for m in range(5):
    orbital[d_index[:, m], m] = d_vectors[:, 0]
assert np.allclose(orbital.T @ overlap @ orbital, np.eye(5), atol=1e-8)
assert np.allclose(orbital.T @ fock @ orbital, d_energy[0] * np.eye(5), atol=1e-5)

lattice_nm = 0.51
bond_nm = lattice_nm * np.sqrt(3) / 4
R = bond_nm / BOHR_NM
Z = 2.0


def charge_matrix(position, charge):
    """Repulsion (eV) of a d electron by a point charge -charge e."""
    with mol.with_rinv_origin(position):
        integral = mol.intor('int1e_rinv')
    return charge * HARTREE * orbital.T @ integral @ orbital


h_oct = sum(charge_matrix(R * n, Z) for n in oct_dirs)
h_cube = sum(charge_matrix(R * n, Z) for n in cube_dirs)
d_oct, d_cube = splitting(h_oct), splitting(h_cube)
assert d_oct > 0 > d_cube
assert np.isclose(d_cube / d_oct, -8 / 9, atol=1e-6)
cube_levels = np.linalg.eigvalsh(h_cube)
assert np.ptp(cube_levels[:2]) < 1e-5 and np.ptp(cube_levels[2:]) < 1e-5

# Radial averages by quadrature, compared with direct integrals
x, w = np.polynomial.legendre.leggauss(240)
r = np.concatenate([(x + 1) * R / 2, R + (x + 1) * (30 - R) / 2])
weight = np.concatenate([w * R / 2, w * (30 - R) / 2])
points = np.column_stack([0 * r, 0 * r, r])
radial = mol.eval_gto('GTOval_sph', points) @ orbital[:, 2] / np.sqrt(5 / (4 * np.pi))
density = weight * r**2 * radial**2
assert np.isclose(density.sum(), 1, atol=1e-6)
F0, F2, F4 = [np.sum(density * np.minimum(r, R)**k / np.maximum(r, R)**(k + 1))
              for k in (0, 2, 4)]
r4 = np.sum(density * r**4)
outside = density[r > R].sum()
single = np.diag(charge_matrix(np.array([0, 0, R]), Z))[[2, 3, 0]]
legendre = Z * HARTREE * np.array([F0 + 2*F2/7 + 2*F4/7, F0 + F2/7 - 4*F4/21,
                                   F0 - 2*F2/7 + F4/21])
assert np.allclose(single, legendre, rtol=1e-6)
assert np.isclose(d_oct, 5 / 3 * Z * F4 * HARTREE, rtol=1e-5)
limit_cube = -8 / 9 * 5 / 3 * Z * r4 / R**5 * HARTREE
cf = -d_cube

# Remote ions: fourth-rank field of the whole fluorite lattice, unit a/4
axis = np.arange(-28, 29)
grid = np.array(np.meshgrid(axis, axis, axis)).reshape(3, -1).T
is_o = np.all(grid % 2 == 1, axis=1)
is_hf = np.all(grid % 2 == 0, axis=1) & (grid.sum(axis=1) % 4 == 0)
r2 = np.sum(grid**2, axis=1)
keep = (is_o | is_hf) & (r2 > 0)
dist = np.sqrt(r2[keep])
cosine = grid[keep, 2] / dist
field = np.where(is_o[keep], 2.0, -4.0) * (35*cosine**4 - 30*cosine**2 + 3) / 8 / dist**5
near = field[dist < 1.8].sum()
far_ratio = field[(dist > 1.8) & (dist < 28)].sum() / near
far_half = field[(dist > 1.8) & (dist < 14)].sum() / near
assert abs(far_ratio - far_half) < 0.01

# Other neglected effects
short = 0.95
d_oct_short = splitting(sum(charge_matrix(short * R * n, Z) for n in oct_dirs))
zeta = 0.25
generators = np.zeros((3, 3, 3), complex)
for i, j, k in itertools.permutations(range(3)):
    generators[i, j, k] = -1j * (i - j) * (j - k) * (k - i) / 2
L = np.array([[[np.trace(a @ (g @ b - b @ g)) for b in tensors] for a in tensors]
              for g in generators])
assert np.allclose(sum(l @ l for l in L), 6 * np.eye(5))
spin = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]]) / 2
bare = np.zeros(5)
bare[T_SET] = cf
so_levels = np.linalg.eigvalsh(np.kron(np.diag(bare), np.eye(2))
                               + zeta * sum(np.kron(l, s) for l, s in zip(L, spin)))
shift_nm = 0.025
moved = R * cube_dirs
moved[:, 2] += shift_nm / BOHR_NM * signs[:, 0] * signs[:, 1]
tetra = np.linalg.eigvalsh(sum(charge_matrix(p, Z) for p in moved))
hole = charge_matrix(R * cube_dirs[0], 1.0)
hole_levels = np.linalg.eigvalsh(h_cube - hole)

# Fluorite bands: 5 Hf d orbitals and 3 p orbitals on each of two O ions
mesh = 12
fractions = np.array(list(itertools.product(range(mesh), repeat=3))) / mesh
kpoints = 2 * np.pi * fractions @ np.array([[-1, 1, 1], [1, -1, 1], [1, 1, -1]])
hf_neighbours = [v for v in itertools.product([-.5, 0, .5], repeat=3)
                 if np.count_nonzero(v) == 2]
blur = 0.4


def edge(gap, v_sigma, v_pi, field_split=0.0, dd=None):
    """Empty bands, resolved by O 2p weight and by e or t2 share of the d part."""
    H = np.zeros((len(kpoints), 11, 11), complex)
    for sign, n in zip(signs, cube_dirs):
        s, p = bond_components(n)
        hop = v_sigma * np.outer(s, n) + v_pi * p
        start = 5 if np.prod(sign) > 0 else 8
        phase = np.exp(1j * kpoints @ sign / 4)
        H[:, :5, start:start + 3] += phase[:, None, None] * hop
    H[:, 5:, :5] = H[:, :5, 5:].conj().transpose(0, 2, 1)
    if dd is not None:
        for v in hf_neighbours:
            v = np.array(v)
            phase = np.exp(1j * kpoints @ v)
            H[:, :5, :5] += phase[:, None, None] * axial(v / np.linalg.norm(v), *dd)
    for i in range(5):
        H[:, i, i] += -0.6 * field_split if i in E_SET else 0.4 * field_split
    for i in range(5, 11):
        H[:, i, i] -= gap
    energy, vector = np.linalg.eigh(H)
    prob = np.abs(vector[:, :, 6:])**2
    empty = energy[:, 6:]
    we, wt = prob[:, E_SET].sum(axis=1), prob[:, T_SET].sum(axis=1)
    wo = prob[:, 5:].sum(axis=1)
    out = {'gap': empty.min() - energy[:, 5].max(), 'gamma': (empty[0], wo[0])}
    out['d'] = [np.sum(q * empty) / q.sum() for q in (we, wt)]
    parts = [wo * we / (we + wt), wo * wt / (we + wt)]
    out['weight'] = [q.sum() / len(kpoints) for q in parts]
    out['centre'] = [np.sum(q * empty) / q.sum() for q in parts]
    out['width'] = [np.sqrt(np.sum(q * (empty - c)**2) / q.sum())
                    for q, c in zip(parts, out['centre'])]
    out['raw'] = (empty, parts)
    return out


def maxima(result):
    """Maxima of the Gaussian-broadened O 2p-weighted spectrum."""
    empty, parts = result['raw']
    energies = np.arange(empty.min() - 2, empty.max() + 2, 0.02)
    bins = np.append(energies, energies[-1] + 0.02) - 0.01
    kernel_x = np.arange(-100, 101) * 0.02
    kernel = np.exp(-kernel_x**2 / (2 * blur**2)) / (blur * np.sqrt(2 * np.pi))
    curves = [np.convolve(np.histogram(empty, bins, weights=q)[0], kernel, 'same')
              / len(kpoints) for q in parts]
    total = curves[0] + curves[1]
    return [(energies[i], total[i], curves[0][i] / total[i])
            for i in range(1, len(total) - 1)
            if total[i] > total[i-1] and total[i] >= total[i+1]
            and total[i] > 0.1 * total.max()]


gap, v_sigma, v_pi = 6.0, -2.5, 1.15
dd = (-0.6, 0.3, 0.0)
# Weak-mixing limit: band sums against the ligand-counting formulas
wide = 2000.0
weak = edge(wide, v_sigma, v_pi)
e_sum = 16 / 3 * v_pi**2
t_sum = 8 / 3 * v_sigma**2 + 16 / 9 * v_pi**2
assert np.allclose(np.array(weak['d']) * wide, [e_sum, t_sum], rtol=1e-3)
assert np.allclose(np.array(weak['weight']) * wide**2, [2*e_sum, 3*t_sum], rtol=1e-3)

runs = {'pd': edge(gap, v_sigma, v_pi),
        'pd+field': edge(gap, v_sigma, v_pi, cf),
        'pd+field+dd': edge(gap, v_sigma, v_pi, cf, dd)}
gamma_e, gamma_w = runs['pd']['gamma']
assert np.all(gamma_w[:2] < 1e-10)
coupling = 32 / 27 * (np.sqrt(3) * v_sigma - 2 * v_pi)**2
assert np.allclose(gamma_e[2:], -gap/2 + np.sqrt(gap**2/4 + coupling), atol=1e-8)
for result in runs.values():
    assert result['d'][0] < result['d'][1]
    assert result['centre'][0] < result['centre'][1]

print(f'lattice constant (rough input) {lattice_nm:.2f} nm; bond {bond_nm:.4f} nm')
print(f'ligand charge number Z (input) {Z:.0f}')
print(f'5d: F4 {F4:.5f}, <r^4>/R^5 {r4/R**5:.5f} per bohr')
print(f'5d: <r^4> {r4:.2f} bohr^4; R {R:.4f} bohr; share beyond R {outside:.4f}')
print('one ligand sigma, pi, delta: %.4f %.4f %.4f eV' % tuple(single))
print(f'octahedron E(e)-E(t2) {d_oct:.4f} eV')
print(f'cube E(e)-E(t2) {d_cube:.4f} eV; ratio {d_cube/d_oct:.6f}')
print(f'cube value if 5d stayed inside R {limit_cube:.4f} eV')
print(f'remote ions / first shell {far_ratio:.4f}; change {far_ratio*limit_cube:.4f} eV')
print(f'octahedral bond x {short:.2f}: splitting {d_oct_short:.4f} eV,'
      f' cube/oct {d_cube/d_oct_short:.4f}')
print(f'spin-orbit zeta (rough input) {zeta:.2f} eV')
print(f'spin-orbit: t2 spread {so_levels[-1]-so_levels[4]:.4f},'
      f' e spread {np.ptp(so_levels[:4]):.4f} eV')
print(f'tetragonal O shift (rough input) {shift_nm:.3f} nm')
print(f'lower pair spread {tetra[1]-tetra[0]:.4f},'
      f' upper three spread {tetra[4]-tetra[2]:.4f} eV')
print(f'mean upper minus lower {tetra[2:].mean()-tetra[:2].mean():.4f} eV')
print(f'unscreened core hole: mean d pull {np.trace(hole)/5:.3f} eV')
print('d levels with hole, from lowest: '
      + ' '.join(f'{v-hole_levels[0]:.3f}' for v in hole_levels) + ' eV')
print(f'band inputs: gap {gap:.2f}, v_sigma {v_sigma:.2f}, v_pi {v_pi:.2f} eV')
print('Hf-Hf hopping sigma, pi, delta (inputs): %.2f %.2f %.2f eV' % dd)
print(f'Gaussian broadening, standard deviation (input) {blur:.2f} eV')
print(f'coupling squared sums: e {e_sum:.3f}, t2 {t_sum:.3f} eV^2')
print(f'second-order t2-e shift {(t_sum-e_sum)/gap:.3f} eV')
print(f'weak-mixing O weight ratio t2/e {3*t_sum/(2*e_sum):.3f}')
print(f'Gamma, pd: e at {abs(gamma_e[0]):.3f} eV, O weight {gamma_w[0]:.3f}')
print(f'Gamma, pd: t2 at {gamma_e[-1]:.3f} eV, O weight {gamma_w[-1]:.3f}')
for name, q in runs.items():
    print(f'[{name}] band gap {q["gap"]:.3f} eV;'
          f' d centroids e {q["d"][0]:.3f}, t2 {q["d"][1]:.3f} eV')
    print(f'  O weight per Hf: e {q["weight"][0]:.3f}, t2 {q["weight"][1]:.3f}')
    print(f'  O-weighted centroids e {q["centre"][0]:.3f}, t2 {q["centre"][1]:.3f},'
          f' apart {q["centre"][1]-q["centre"][0]:.3f} eV')
    print(f'  rms widths e {q["width"][0]:.3f}, t2 {q["width"][1]:.3f} eV')
    for position, height, share in maxima(q)[:5]:
        print(f'  maximum {position:.2f} eV, height {height:.3f} /eV, e share {share:.2f}')
print('OK')
```

Output:

```
lattice constant (rough input) 0.51 nm; bond 0.2208 nm
ligand charge number Z (input) 2
5d: F4 0.02385, <r^4>/R^5 0.02629 per bohr
5d: <r^4> 33.28 bohr^4; R 4.1732 bohr; share beyond R 0.0112
one ligand sigma, pi, delta: 14.3387 13.2508 12.1503 eV
octahedron E(e)-E(t2) 2.1630 eV
cube E(e)-E(t2) -1.9226 eV; ratio -0.888889
cube value if 5d stayed inside R -2.1200 eV
remote ions / first shell -0.1006; change 0.2132 eV
octahedral bond x 0.95: splitting 2.6865 eV, cube/oct -0.7157
spin-orbit zeta (rough input) 0.25 eV
spin-orbit: t2 spread 0.3243, e spread 0.0000 eV
tetragonal O shift (rough input) 0.025 nm
lower pair spread 0.1842, upper three spread 0.5475 eV
mean upper minus lower 1.8816 eV
unscreened core hole: mean d pull 6.514 eV
d levels with hole, from lowest: 0.000 0.000 1.227 2.169 2.169 eV
band inputs: gap 6.00, v_sigma -2.50, v_pi 1.15 eV
Hf-Hf hopping sigma, pi, delta (inputs): -0.60 0.30 0.00 eV
Gaussian broadening, standard deviation (input) 0.40 eV
coupling squared sums: e 7.053, t2 19.018 eV^2
second-order t2-e shift 1.994 eV
weak-mixing O weight ratio t2/e 4.044
Gamma, pd: e at 0.000 eV, O weight 0.000
Gamma, pd: t2 at 4.817 eV, O weight 0.308
[pd] band gap 6.000 eV; d centroids e 0.809, t2 1.999 eV
  O weight per Hf: e 0.190, t2 0.560
  O-weighted centroids e 1.694, t2 2.717, apart 1.022 eV
  rms widths e 0.972, t2 1.066 eV
  maximum 1.12 eV, height 0.140 /eV, e share 0.46
  maximum 3.08 eV, height 0.232 /eV, e share 0.14
[pd+field] band gap 4.846 eV; d centroids e -0.224, t2 2.631 eV
  O weight per Hf: e 0.193, t2 0.549
  O-weighted centroids e 0.419, t2 3.200, apart 2.782 eV
  rms widths e 1.105, t2 1.091 eV
  maximum 0.09 eV, height 0.096 /eV, e share 0.91
  maximum 3.59 eV, height 0.206 /eV, e share 0.04
[pd+field+dd] band gap 3.769 eV; d centroids e -0.024, t2 2.663 eV
  O weight per Hf: e 0.234, t2 0.546
  O-weighted centroids e -0.042, t2 3.076, apart 3.117 eV
  rms widths e 0.185, t2 1.535 eV
  maximum -0.03 eV, height 0.266 /eV, e share 0.83
  maximum 4.11 eV, height 0.247 /eV, e share 0.00
OK
```
